\section*{The Field at Which Magnon and Phonon Branches Touch}

\section{Problem}

A ferrimagnetic insulator carries spin waves and transverse sound. In a static field the magnon branch is
\begin{equation}
\omega_m(k)=\gamma B+Dk^2 ,
\label{eq:magnon}
\end{equation}
and the phonon branch is
\begin{equation}
\omega_p(k)=ck .
\label{eq:phonon}
\end{equation}
Here $k>0$ is the wavenumber, $\omega$ is an angular frequency, and $B$ is $\mu_0$ times the static magnetic field strength inside the sample. The stiffness is $D=7.7\times10^{-6}$ m$^2$/s and the transverse sound speed is $c=3843$ m/s. For $\gamma$ take the free-electron value, $1.76086\times10^{11}$ rad/(s\,T).

(a) At which field do the two branches touch without crossing, and what are the wavenumber and frequency there?

(b) How do the branches lie at 2.5 T and at 2.9 T?

(c) What does magnetoelastic coupling do to the touching point, and at which field are the branches close over the widest range of $k$?

(d) How far do the other neglected effects move the field?

The branches in (\ref{eq:magnon}) and (\ref{eq:phonon}) are isotropic and uncoupled. They contain no dipolar field, no crystal anisotropy and no lattice dispersion. Parts (c) and (d) restore these one at a time.

\section{First estimate by scaling}

The exchange term $Dk^2$ and the sound frequency $ck$ are equal when $k$ is of order
\begin{equation}
k_*=\frac{c}{D}.
\end{equation}
Both frequencies are then $c^2/D$. For the branches to touch, the Zeeman frequency $\gamma B$ should be comparable with this, which gives
\begin{equation}
B_*=\frac{c^2}{\gamma D}
=\frac{1.477\times10^{7}}{(1.761\times10^{11})(7.7\times10^{-6})}\ \mathrm{T}
\approx 10.9\ \mathrm{T}.
\end{equation}

Scaling also says what is missing. Put $k=\kappa\,c/D$ and $B=\beta\,c^2/(\gamma D)$ into $\omega_m=\omega_p$. Every term then carries the factor $c^2/D$, and dividing by it leaves
\begin{equation}
\beta+\kappa^2=\kappa .
\label{eq:scaled}
\end{equation}
No material parameter remains. Touching therefore occurs at a pure number $\beta$, the same for all $c$, $D$ and $\gamma$. Scaling gives the dependence $B\propto c^2/(\gamma D)$ but not that number.

\section{Exact solution of the uncoupled model}

\subsection{The touching point}

Subtract the branches and complete the square:
\begin{align}
\omega_m-\omega_p
&=Dk^2-ck+\gamma B \nonumber\\
&=D\left(k-\frac{c}{2D}\right)^2-\frac{c^2}{4D}+\gamma B .
\label{eq:square}
\end{align}
The square is never negative and vanishes at one wavenumber. The branches touch when the remaining terms cancel, so
\begin{equation}
B_t=\frac{c^2}{4\gamma D},\qquad
k_t=\frac{c}{2D},\qquad
\omega_t=ck_t=\frac{c^2}{2D}.
\label{eq:touch}
\end{equation}
At $k_t$ the magnon group velocity is $2Dk_t=c$. The branches thus share both frequency and slope, which distinguishes a touch from a crossing.

The numbers are
\begin{align}
B_t&=\frac{1.4769\times10^{7}}{4(1.76086\times10^{11})(7.7\times10^{-6})}\ \mathrm{T}=2.723\ \mathrm{T},\\
k_t&=\frac{3843}{2(7.7\times10^{-6})}\ \mathrm{m^{-1}}=0.2495\ \mathrm{nm^{-1}} .
\end{align}
The wavelength is $2\pi/k_t=25.2$ nm. The frequency is $\omega_t/2\pi=152.6$ GHz, or 0.631 meV as an energy $\hbar\omega_t$.

The stiffness is given to two digits. Values of $D$ from $7.65$ to $7.75\times10^{-6}$ m$^2$/s round to the stated one, and they give fields from 2.741 T down to 2.706 T. The answer to (a) is therefore $2.72$ T with a rounding uncertainty of about $0.02$ T.

The meaning of $D$ matters here. In (\ref{eq:magnon}) it multiplies $k^2$ to give an angular frequency. If the same number were used as the coefficient of a cyclic frequency, $D$ would have to be replaced by $2\pi D$, and the field would come out as 0.433 T.

\subsection{Below and above the touching field}

Setting (\ref{eq:square}) to zero and using $c^2/(4D)=\gamma B_t=Dk_t^2$ gives
\begin{equation}
(k-k_t)^2=\frac{\gamma(B_t-B)}{D}=k_t^2\left(1-\frac{B}{B_t}\right),
\end{equation}
and hence
\begin{equation}
k_\pm=k_t\left(1\pm\sqrt{1-\frac{B}{B_t}}\right).
\end{equation}
For $0<B<B_t$ both roots are positive, so there are two crossings. At 2.5 T the square root is $\sqrt{1-2.5/2.7231}=0.286$, and the crossings lie at 0.178 and 0.321 nm$^{-1}$. As $B\to0$ the lower crossing moves to $k=0$ and the upper one to $c/D$.

For $B>B_t$ there is no real root. The magnon branch lies above the phonon branch at every $k$, and the smallest difference, found at $k_t$, is $\gamma(B-B_t)$. At 2.9 T this is $\gamma(0.177\ \mathrm{T})/2\pi=4.96$ GHz for $D$ exactly as stated. The rounding of $D$, which moves $B_t$ by about 0.02 T, makes this difference uncertain by about 0.5 GHz.

\section{Coupling and near-degeneracy}

\subsection{The touch becomes a splitting}

Let $\mathbf k$ and the static field both point along $z$. Let $\mathbf m$ be the unit vector of the magnetization, with small components $m_x,m_y$, and let $\mathbf u$ be the transverse displacement. Take a cubic crystal with $z$ along a cube edge. For magnetoelastic constant $b_2$ the coupling energy density of these transverse components, to second order in small quantities, is
\begin{equation}
U=b_2\left(m_x\partial_z u_x+m_y\partial_z u_y\right).
\end{equation}
It acts on the magnetization as a transverse field $\mathbf b=-(b_2/M_s)\,\partial_z\mathbf u$, where $M_s$ is the saturation magnetization. The exchange field is $-(Dk^2/\gamma)\mathbf m$ for the transverse components. The equation of motion $\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm tot}$ becomes, to first order,
\begin{align}
\dot m_x&=-\omega_m m_y+\gamma b_y,\\
\dot m_y&=\phantom{-}\omega_m m_x-\gamma b_x .
\end{align}
Add $i$ times the second line to the first, and write $m_+=m_x+im_y$, with $u_+$ and $b_+$ defined likewise:
\begin{equation}
\dot m_+=i\omega_m m_+-i\gamma b_+ .
\end{equation}
For waves $e^{i(\omega t-kz)}$ we have $\partial_z\to-ik$, so $b_+=ik(b_2/M_s)u_+$ and
\begin{equation}
(\omega-\omega_m)m_+=-\frac{ik\gamma b_2}{M_s}\,u_+ .
\label{eq:spin}
\end{equation}
The shear stress is $\rho c^2\partial_zu_++b_2m_+$, with $\rho$ the mass density. Newton's law equates its $z$ derivative to $\rho\ddot u_+$:
\begin{equation}
-\rho\omega^2u_+=-\rho c^2k^2u_+-ikb_2m_+ ,
\end{equation}
or
\begin{equation}
\rho(\omega^2-c^2k^2)u_+=ikb_2m_+ .
\label{eq:elastic}
\end{equation}
Multiply (\ref{eq:spin}) by $\rho(\omega^2-c^2k^2)$ and insert (\ref{eq:elastic}). The factor $(-i)(i)=1$ makes the right side positive:
\begin{equation}
(\omega-\omega_m)(\omega^2-c^2k^2)=\frac{\gamma b_2^2k^2}{\rho M_s}.
\end{equation}
Near resonance $\omega+ck\approx2ck$. Dividing by this factor gives
\begin{equation}
(\omega-\omega_m)(\omega-\omega_p)=g^2,\qquad
g^2=\frac{\gamma b_2^2k}{2\rho cM_s}.
\end{equation}
At $B_t$ and $k_t$ both uncoupled frequencies equal $\omega_t$. The coupled ones are $\omega_t\pm g$, so the touching point opens into a splitting $2g$.

To size it, take rough room-temperature values for yttrium iron garnet: $b_2=7\times10^5$ J/m$^3$, $\rho=5200$ kg/m$^3$ and $M_s=140$ kA/m. Then
\begin{equation}
g=\sqrt{\frac{(1.761\times10^{11})(7\times10^{5})^2(2.495\times10^{8})}
{2(5200)(3843)(1.4\times10^{5})}}\ \mathrm{s^{-1}}
=1.96\times10^{9}\ \mathrm{s^{-1}} .
\end{equation}
The splitting $2g/2\pi$ is about 0.62 GHz, or 0.4\% of the touching frequency. Expressed as a field, $g/\gamma$ is 11 mT.

This splitting belongs to the circular polarization that turns with the magnetization. For the opposite one, $\omega_m$ is replaced by $-\omega_m$ and the coupling term changes sign. The factor $\omega+\omega_m\approx2\omega_t$ is then far from zero, and the phonon moves by only about $-g^2/(2\omega_t)$, a thousandth of $g$.

\subsection{The field of widest near-degeneracy}

Coupling mixes the modes strongly where the uncoupled frequencies differ by no more than about $g$. Let $\delta$ be a fixed frequency tolerance, and put $q=k-k_t$ and $s=\gamma(B-B_t)$. Equation (\ref{eq:square}) turns the condition $|\omega_m-\omega_p|<\delta$ into
\begin{equation}
-\delta-s<Dq^2<\delta-s .
\end{equation}
If $-\delta\le s<\delta$, the lower bound is not positive and sets no limit, apart from at most the single point $q=0$. The allowed interval has width
\begin{equation}
W=2\sqrt{\frac{\delta-s}{D}},
\end{equation}
which grows as the field is lowered. If $s<-\delta$, a central piece is cut out, and
\begin{align}
W&=\frac{2}{\sqrt D}\left(\sqrt{|s|+\delta}-\sqrt{|s|-\delta}\right)\nonumber\\
&=\frac{4\delta}{\sqrt D\left(\sqrt{|s|+\delta}+\sqrt{|s|-\delta}\right)} .
\label{eq:lowwidth}
\end{align}
The second form follows on multiplying and dividing by the sum of the roots. It shows that $W$ shrinks as the field is lowered further. The maximum therefore lies at $s=-\delta$, slightly below the touching field:
\begin{equation}
B=B_t-\frac{\delta}{\gamma},\qquad W_{\max}=2\sqrt{\frac{2\delta}{D}} .
\end{equation}
At $B_t$ itself the width is smaller by a factor $\sqrt2$. The two fields merge as $\delta\to0$.

With $\delta=g$ taken at $k_t$, the width is 0.032 nm$^{-1}$ at $B_t$ and reaches 0.045 nm$^{-1}$ at a field 11 mT lower. At 2.5 T, (\ref{eq:lowwidth}) gives 0.0071 nm$^{-1}$ for both crossings together. For this fixed tolerance the touch offers about 4.5 times as wide an interval as the two crossings at 2.5 T. The tolerance is a choice, since mixing fades gradually with detuning: with $\delta=2g$ the same formulas put the widest interval 22 mT below $B_t$ and reduce the ratio to 3.2. These widths count wavenumbers along one direction. They are not a prediction of a device signal, which also depends on damping and on how the modes are populated.

\section{Other neglected effects}

\subsection{Dipolar field of the spin wave}

For $\mathbf k$ at angle $\theta$ to the static field, the wave creates a dipolar field $-\mu_0M_s\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf m)$. Choose $\mathbf k$ in the $xz$ plane and define $S=\mu_0M_s\sin^2\theta$. The transverse part of this field is $-Sm_x$ along $x$. With $A=\gamma B+Dk^2$ the equations of motion are
\begin{equation}
\dot m_x=-Am_y,\qquad \dot m_y=(A+\gamma S)m_x,
\end{equation}
so $\omega_m^2=A(A+\gamma S)$. Equating this to $c^2k^2$ and taking the positive root for $A$ gives
\begin{equation}
\gamma B=r-\frac{\gamma S}{2}-Dk^2,\qquad
r=\sqrt{c^2k^2+\frac{\gamma^2S^2}{4}} .
\end{equation}
The touching field is the largest $B$ for which this has a solution. Replace $k^2$ by $(r^2-\gamma^2S^2/4)/c^2$:
\begin{equation}
\gamma B=r-\frac{D}{c^2}r^2-\frac{\gamma S}{2}+\frac{D\gamma^2S^2}{4c^2}.
\end{equation}
The first two terms have their maximum $c^2/(4D)=\gamma B_t$ at $r=c^2/(2D)$. This $r$ is allowed if it exceeds $\gamma S/2$, that is, if $S<4B_t$. Since $D/c^2=1/(4\gamma B_t)$, the new touching field is
\begin{equation}
B_t'=B_t-\frac S2+\frac{S^2}{16B_t}.
\end{equation}
For $\theta=90^\circ$ the rough magnetization gives $S=0.176$ T and $B_t'=2.636$ T, a shift of $-87$ mT. For $\mathbf k$ parallel to the field the shift is zero. These results hold for a plane wave in a bulk medium. For $\mathbf k$ in the plane of a film that is not much thicker than the 25 nm wavelength, the surfaces change the dipolar field, and a film magnetized in its plane then shows a shift even for $\mathbf k$ parallel to the field.

\subsection{Lattice dispersion}

As a model of the bending of both branches, replace them by those of simple chains with period $a$:
\begin{equation}
Dk^2\to D\kappa_a^2,\qquad ck\to c\kappa_a,\qquad
\kappa_a=\frac2a\sin\frac{ka}{2}.
\end{equation}
The touching condition is the old one with $\kappa_a$ in place of $k$. In this equal-period model the field does not move at all, provided that $k_t\le2/a$.

If one branch alone is bent, the cancellation is lost. From $\kappa_a^2\approx k^2(1-k^2a^2/12)$, the exchange frequency at $k_t$ falls by $\gamma B_t(k_ta)^2/12$. Because $ck-Dk^2$ is stationary at $k_t$, the touching field rises to leading order by $B_t(k_ta)^2/12$. Bending the phonon alone lowers it by the same leading amount. For an assumed period $a=1.24$ nm, this amount is 22 mT. A numerical search for the touching field gives shifts of $+22.4$ and $-21.3$ mT. A real crystal need not follow any of these chain models. The shift of about 20 mT belongs to the assumed period and scales as $a^2$ to leading order, so it indicates a possible size and is not a bound.

\subsection{The real material}

The given $D$ and $c$ lie in the regime of yttrium iron garnet, but values of its stiffness differ by much more than the rounding of $D$. An exchange constant $A_{\rm ex}=3.7$ pJ/m, often quoted for room temperature, gives $D=2\gamma A_{\rm ex}/M_s=9.3\times10^{-6}$ m$^2$/s and a touching field of 2.25 T. In a film magnetized along its normal, the applied field must exceed the internal one by $\mu_0M_s=0.176$ T, so the touch for $\mathbf k$ along the normal needs 2.90 T applied. Cubic anisotropy with a rough constant $K_1=-600$ J/m$^3$ adds an effective field $2K_1/M_s=-8.6$ mT when the magnetization lies along a cube edge, and the static field must be larger by that amount. The stiffness depends on temperature. An assumed fall of 5\%, with $c$ fixed, raises the touching field by 143 mT to 2.87 T. The demagnetizing field of the film, the shift from the assumed 5\% fall of $D$, and the dipolar shift for $\mathbf k$ normal to the field each exceed the 11 mT scale of the coupling. At 300 K the thermal energy is 41 times $\hbar\omega_t$, so many other modes are also populated.

\section{Comparison of estimate and solution}

The scaling estimate was 10.9 T and the exact field of the uncoupled model is 2.72 T. The ratio is 4, because (\ref{eq:scaled}) has a double root at $\kappa=1/2$, where $\beta=1/4$. The estimate used $k_*=c/D$, at which exchange alone already supplies the whole phonon frequency and leaves no room for a Zeeman term. The touch lies at half that wavenumber. There the phonon frequency is $c^2/(2D)$, and exchange and Zeeman terms supply $c^2/(4D)$ each.

The scaling law is nevertheless exact for ratios within this model. A longitudinal branch with a rough sound speed of 7200 m/s, and the same $D$ and $\gamma$, touches at $(7200/3843)^2\times2.723\ \mathrm{T}\approx9.6$ T. At the larger wavenumber of that touch, bending one branch alone in the chain model with $a=1.24$ nm moves the field by about 0.3 T, so the second digit is not secure for a real crystal. The touch near 2.7 T belongs to transverse sound. Small errors follow from the same law: the relative change of $B_t$ is twice that of $c$ minus that of $D$.

Numbers in the example were calculated in double precision.
